# Stoney's Formula: Film Stress from Wafer Curvature Without the Film Modulus

## Form of the answer

A stressed film bonded to one face of a plate bends it. If the film is very thin, its own bending stiffness is negligible and it acts on the plate through its force per unit width, \(f=\sigma_f h_f\), where \(\sigma_f\) is the mean in-plane film stress and \(h_f\) the film thickness. The plate has thickness \(h_s\) and biaxial modulus \(M_s\), the ratio of stress to strain when it is stretched equally in both in-plane directions. From \(f\) (N/m), \(M_s\) (N/m²) and \(h_s\) (m), a curvature \(\kappa\) (1/m) that is linear in \(f\) can be formed in one way:

\[
\kappa = C\,\frac{\sigma_f h_f}{M_s h_s^2}.
\]

Dimensions cannot supply the number \(C\). Nor can they exclude the film modulus \(M_f\), since \(M_f/M_s\) is dimensionless. The moment balance settles both points: \(C=6\), and at fixed mean film stress \(M_f\) enters at relative order \((h_f/h_s)^3\).

## Conventions and strain field

The height \(z\) is measured from the substrate midplane towards the film, so the substrate fills \(-h_s/2<z<h_s/2\) and the film lies above it. Tension is positive. The curvature \(\kappa\) is the change caused by the film, positive when the film face becomes concave. The layers are uniform, linear elastic and perfectly bonded, the stress is equal in both in-plane directions, the plate is free, and deflections are small. Points near the edge, within a few substrate thicknesses, are excluded.

Take the substrate displacement

\[
u_x=(\varepsilon_0-\kappa z)x,\qquad u_y=(\varepsilon_0-\kappa z)y,\qquad
u_z=\tfrac12\kappa(x^2+y^2)+g(z).
\]

The outer parts rise towards the film side when \(\kappa>0\), as the sign convention requires. The in-plane strains are \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon(z)\), with

\[
\varepsilon(z)=\varepsilon_0-\kappa z .
\]

The shear strains vanish; for example, \(2\varepsilon_{xz}=\partial u_x/\partial z+\partial u_z/\partial x=-\kappa x+\kappa x=0\).

For a cubic crystal cut on (001), the faces carry no normal stress, so

\[
0=\sigma_{zz}=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}
\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\]

This fixes \(g'(z)=\varepsilon_{zz}\). The in-plane stress is then

\[
\sigma=C_{11}\varepsilon+C_{12}(\varepsilon+\varepsilon_{zz})=M_s\varepsilon,
\qquad M_s=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

It depends on \(z\) alone and there is no shear stress, so the local equilibrium equations hold. For an isotropic layer, \(E\varepsilon=\sigma-\nu\sigma\) gives \(M=E/(1-\nu)\).

Let \(\varepsilon_m\) be the elastic strain that the film would have on a flat, rigid substrate. On the real substrate its stress is \(M_f(\varepsilon_m+\varepsilon_0-\kappa z)\).

## Force and moment balance

No external force acts on the plate, so the stress integrated over the whole thickness is zero. The term in \(\kappa z\) integrates to zero over the substrate, which leaves

\[
\sigma_f h_f+M_s h_s\varepsilon_0=0
\quad\Rightarrow\quad
\varepsilon_0=-\frac{\sigma_f h_f}{M_s h_s}. \tag{1}
\]

No external moment acts either, so \(\int\sigma z\,dz=0\). The substrate contributes

\[
\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)z\,dz=-\frac{M_s\kappa h_s^3}{12}.
\]

In the film, write \(z=\tfrac12(h_s+h_f)+\zeta\), with \(\zeta\) measured from the film's own midplane. For uniform \(\varepsilon_m\) the film stress is \(\sigma_f-M_f\kappa\zeta\), and its moment is

\[
\sigma_f h_f\,\frac{h_s+h_f}{2}-\frac{M_f\kappa h_f^3}{12}.
\]

Setting the sum to zero gives

\[
\sigma_f h_f\,\frac{h_s+h_f}{2}=\frac{\kappa}{12}\left(M_s h_s^3+M_f h_f^3\right).
\]

With \(h=h_f/h_s\) and \(m=M_f/M_s\), solving for the stress yields

\[
\sigma_f=\frac{M_s h_s^2\kappa}{6h_f}\;\frac{1+mh^3}{1+h}. \tag{2}
\]

For \(h\ll1\) and \(mh^3\ll1\) this becomes Stoney's formula:

\[
\boxed{\;\sigma_f=\frac{M_s h_s^2\kappa}{6h_f}\;} \tag{3}
\]

The factor 6 is the substrate's 12, from its bending stiffness, divided by the 2 in the lever arm \(h_s/2\). The film modulus appears in (2) through the film's own bending stiffness, hence the cube of the thickness ratio. The leading correction, \(1/(1+h)\), is geometrical: the film force acts at the film's midplane, slightly above the interface. Formula (3) therefore overestimates the mean stress by a fraction of about \(h\), and a 1 % tolerance on this error requires \(h\) below about 0.01.

If the back face also carries a thin film, with force per width \(f_b\), its lever arm is \(-h_s/2\). The leading-order balance becomes \((f-f_b)h_s/2=M_s\kappa h_s^3/12\), or

\[
\kappa=\frac{6(f-f_b)}{M_s h_s^2}.
\]

Equal films on both faces leave the plate flat although both are stressed. For a process that coats both faces, the curvature gives only the difference \(f-f_b\). To find \(f\) itself, the back film must be removed or its force must be known.

## Where the film modulus returns

The mismatch stress \(\sigma_m=M_f\varepsilon_m\) is what the film would carry if the substrate did not yield. Evaluate the film stress at the film midplane, insert (1), and put \(s=\sigma_f/M_s\), \(k=\kappa h_s\):

\[
s=m\left[\varepsilon_m-sh-\tfrac12k(1+h)\right],\qquad
k=\frac{6sh(1+h)}{1+mh^3}.
\]

The second relation is (2) rearranged. Substituting it into the first and collecting \(s\),

\[
s\left[1+mh+\frac{3mh(1+h)^2}{1+mh^3}\right]=m\varepsilon_m .
\]

Multiplying by \(1+mh^3\) and expressing \(s\) through \(k\) gives

\[
k=\frac{6mh(1+h)\,\varepsilon_m}{1+4mh+6mh^2+4mh^3+m^2h^4}. \tag{4}
\]

The denominator is the expansion of \((1+mh)(1+mh^3)+3mh(1+h)^2\). At first order in \(h\), the stress from (3) equals \(\sigma_m[1+(1-4m)h]\). The freedom from the film modulus is thus much stronger for the stress actually present than for the mismatch stress.

Relations (1), (2) and (4) were tested by minimizing the elastic energy of the bilayer with respect to \(\varepsilon_0\) and \(\kappa\), which uses neither balance. For every combination of \(h=0.001,\,0.1,\,0.5\) and \(m=0.06,\,1,\,3\), the two routes agreed to a relative \(10^{-9}\).

The film strain \(\sigma_f/M_f\) and the stored energy also need the modulus. The energy density is \(\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\sigma^2/M_f\), so the film holds \(\sigma_f^2h_f/M_f\) per unit area. Curvature alone gives the force in a film, not the energy available to a crack.

## Stress inside the two layers

At leading order, (1) and (3) give \(M_s\varepsilon_0=-\sigma_fh\) and \(M_s\kappa h_s/2=3\sigma_fh\). The substrate stress is therefore

\[
\sigma(h_s/2)=-4\sigma_fh,\qquad \sigma(-h_s/2)=+2\sigma_fh .
\]

Below a tensile film the substrate is compressed, and its back face is in tension. The stress vanishes at \(z=\varepsilon_0/\kappa=-h_s/6\), below the midplane, because the film adds a net compression to the bending.

The film stress need not be uniform through its thickness. Suppose it rises linearly from zero at the interface to \(2\sigma_f\) at the surface, so that \(\sigma=\sigma_f(1+2\zeta/h_f)\) before the small bending term. The gradient adds the moment

\[
\int_{-h_f/2}^{h_f/2}\frac{2\sigma_f\zeta^2}{h_f}\,d\zeta=\frac{\sigma_fh_f^2}{6},
\]

which is a fraction \(h/3\) of the main moment \(\sigma_fh_fh_s/2\). Formula (3) thus returns the thickness average and says almost nothing about a gradient.

## From wafer bow to stress

A sphere of curvature \(\kappa\) has depth \(1/\kappa-\sqrt{1/\kappa^2-R^2}\simeq\kappa R^2/2\) over a disc of radius \(R\). A bow change \(B\) therefore means

\[
\kappa=\frac{2B}{R^2},\qquad \sigma_f=\frac{M_sh_s^2B}{3h_fR^2}. \tag{5}
\]

Consider a porous organosilicate low-k film with \(h_f=500\) nm on a (001) silicon wafer with \(h_s=775\) µm and \(R=150\) mm. Deposition changes the bow by a chosen 16.0 µm, film face concave. With rough elastic constants for silicon,

\[
M_s=166+64-\frac{2(64)^2}{166}=180.7\ \text{GPa},
\]

\[
\kappa=\frac{2(16.0\times10^{-6})}{(0.150)^2}=1.422\times10^{-3}\ \text{m}^{-1},
\]

\[
\sigma_f=\frac{(180.7\times10^9)(775\times10^{-6})^2(1.422\times10^{-3})}{6(500\times10^{-9})}
=5.14\times10^7\ \text{Pa}=51.4\ \text{MPa}.
\]

The radius of curvature is 703 m and the force per width is 25.7 N/m. Since \(h=6.45\times10^{-4}\), the substrate carries only \(-0.133\) MPa at the interface and \(+0.066\) MPa at the back.

The full bilayer solution at this same curvature gives a mean film stress of 51.4054 MPa for film Young moduli of 4, 8 and 250 GPa alike, with the film's Poisson ratio held at 0.25. The extra digits serve this comparison and are not a claim of accuracy. The mismatch stress does move, from 51.409 MPa for the softest film to 51.650 MPa for the stiffest, in line with the first-order term \(4mh\).

For the 8 GPa film, \(M_f=10.67\) GPa and the stored energy is 0.124 J/m². At the same stress and thickness, a film of half the biaxial modulus would store twice as much.

## Choice of substrate modulus

Young's modulus of silicon depends on direction, but the ratio \(E/(1-\nu)\) in the (001) plane does not. The fourfold axis makes the strain under equal biaxial stress the same in all in-plane directions. The pair for [100], 130.4 GPa and 0.278, and the pair for [110], 169.7 GPa and 0.061, both give \(M_s\). Combining \(E\) from [110] with \(\nu\) from [100] gives 235 GPa and overestimates the stress by 30 %. Both constants must belong to the same direction.

## Gravity and geometric stiffening

A wafer supported at its rim sags under its weight per area \(q=\rho_sgh_s\). Treat it as an isotropic plate with the [100] constants and rigidity \(D=Eh_s^3/[12(1-\nu^2)]\). The downward deflection obeys \(\nabla^4w=q/D\). Since \(\nabla^4r^4=64\), a solution that vanishes at the rim is

\[
w=\frac{q}{64D}(R^2-r^2)(bR^2-r^2).
\]

A free rim has no bending moment, so \(w''+\nu w'/r=0\) at \(r=R\). This reads \(12+4\nu=2(1+b)(1+\nu)\), hence \(b=(5+\nu)/(1+\nu)\), and the central sag is

\[
w(0)=\frac{5+\nu}{64(1+\nu)}\,\frac{qR^4}{D}.
\]

For the example this is 106 µm, more than six times the bow change; treating silicon as isotropic makes the figure uncertain by a few per cent. In linear theory most of the sag cancels when scans before and after deposition are subtracted with the same support. Two terms remain. The weight of the film, at a density of 1300 kg/m³, adds 0.038 µm with the film face up, or 0.24 % of the bow change. The film also stiffens the plate: it adds about \(M_fh_f(h_s/2)^2\) to \(M_sh_s^3/12\), a fraction \(3mh\), and the sag shrinks by about that fraction. This is 0.012 µm for the 8 GPa film but 0.38 µm, or 2.4 % of the bow change, for a 250 GPa film, so on a sagging wafer the film modulus enters the measured bow difference at first order in \(h\).

Beyond linear theory the cancellation is spoiled further, because a disc bent into a sphere must also stretch. With radial displacement \(u\), the midplane strains are \(\varepsilon_r=u'+\kappa^2r^2/2\) and \(\varepsilon_\theta=u/r\), so \((r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2\). In-plane equilibrium, \(N_\theta=(rN_r)'\), and a free rim are satisfied by

\[
N_r=c(R^2-r^2),\qquad N_\theta=c(R^2-3r^2).
\]

Hooke's law turns the strain condition into \(-8cr^2/(Eh_s)=-\kappa^2r^2/2\), so \(c=Eh_s\kappa^2/16\). With \(t=r^2\), the integrals of \((R^2-t)^2\), \((R^2-3t)^2\) and their cross product from 0 to \(R^2\) are \(R^6/3\), \(R^6\) and 0. The stretching and bending energies are therefore

\[
U_s=\frac{\pi c^2}{2Eh_s}\,\frac{4R^6}{3}=\frac{\pi Eh_s\kappa^4R^6}{384},\qquad
U_b=\pi R^2\,\frac{M_sh_s^3\kappa^2}{12}.
\]

The driving moment is proportional to \(dU/d\kappa\). Stretching raises it by the fraction

\[
\frac{4U_s}{2U_b}=\frac{(1-\nu)\kappa^2R^4}{16h_s^2}=(1-\nu)K^2,\qquad K=\frac{B}{2h_s}.
\]

This fraction applies to the mean curvature, which the slope at the rim gives. The central bow is reduced further, because the in-plane forces also pull the disc out of its spherical shape. At fixed driving moment the extra deflection \(w_1\), counted positive towards the film side, obeys

\[
D\nabla^4w_1=\frac1r\left(rN_r\,\kappa r\right)'=2c\kappa(R^2-2r^2).
\]

With no added moment or shear force at the rim, and \(w_1(0)=0\), the solution is

\[
w_1=\frac{c\kappa}{D}\left[\frac{R^2r^4}{32}-\frac{r^6}{144}-\frac{(2+\nu)R^4r^2}{24(1+\nu)}\right].
\]

Comparing \(w_1(R)\) with \(\kappa R^2/2\) shows that the bow falls short by the fraction

\[
\beta K^2,\qquad \beta=(1-\nu)\,\frac{17+5\nu}{12},
\]

which is 1.53 times the fraction for the mean curvature.

For a wafer that starts flat, these isotropic formulas give a stiffening of 0.008 % in mean curvature and 0.012 % in bow. If the sag is treated as spherical and in the same sense as the bow, \(K\) goes from \(K_0\) to \(K_1\), and the correction to the bow difference is \(\beta(K_0^2+K_0K_1+K_1^2)\). With bows of 106 and 122 µm it is about 1.8 %, against 1.2 % in mean curvature. The true stress is then higher than the value from (5) by roughly 2 %. This is an estimate, since the real sag is not spherical and silicon is not isotropic.

## Accuracy and the real film

Because \(h_s\) enters squared, taking the wafer 5 µm too thick, with all else fixed, raises the stress by 1.3 %. A relative error in \(h_f\) passes to the stress in equal proportion and opposite sense. In this example both the wafer thickness and the sag matter more than the finite film thickness, which accounts for 0.065 %.

The stress found belongs to the temperature of the scan. On heating by \(\Delta T\) the film would expand by \(\alpha_f\Delta T\) but is held to \(\alpha_s\Delta T\), so at leading order

\[
\Delta\sigma_f=-M_f(\alpha_f-\alpha_s)\Delta T .
\]

With rough expansion coefficients of 12.0 and 2.6 ppm/K, going from 25 to 400 °C changes the stress by \(-37.6\) MPa and leaves 13.8 MPa. This assumes constant moduli and expansion coefficients, and no shrinkage, curing or flow. Silicon's coefficient in fact rises over this range; its mean of about 3.5 ppm/K would leave about 17 MPa, so the remaining stress is only a rough figure. Here the film modulus is indispensable.

A tensile stress of some tens of MPa and a Young's modulus of several GPa are roughly typical of porous organosilicate films. A thickness of 500 nm suits a blanket test film and is thick for a fine interconnect level. Devices break the assumption of a continuous film. In the limit of long isolated lines much taller than wide, the stress across the lines relaxes to nearly zero, and the stress along them falls from \(E_f\varepsilon_m/(1-\nu_f)\) to \(E_f\varepsilon_m\). With \(\nu_f=0.25\) that is a drop of 25 %, to about 39 MPa. This limit does not cover lines embedded between metal or under a cap, because the surrounding material constrains them. Their stress needs a calculation of the actual structure.

The numerical output below lists the inputs and the sizes of several neglected effects.

## Values computed for the example and the checks

```
INPUTS (material constants are rough typical values)
wafer thickness 775 um, radius 150 mm
film thickness 500 nm, bow change 16.0 um
Si C11, C12, C44: 166, 64, 80 GPa
film Young modulus 8 GPa, Poisson ratio 0.25
densities film, Si: 1300, 2330 kg/m3
expansion film, Si: 12.0, 2.6 ppm/K
SILICON (001)
[100]: E = 130.4 GPa, nu = 0.278
[110]: E = 169.7 GPa, nu = 0.061
biaxial modulus M_s = 180.7 GPa
RESULTS
thickness ratio h_f/h_s = 6.452e-04
curvature = 1.422e-03 1/m, radius of curvature = 703 m
Stoney film stress = 51.44 MPa
film force per width = 25.72 N/m
substrate stress at film interface = -0.1327 MPa
substrate stress at back face = 0.0664 MPa
neutral plane below midplane = 129.2 um
film biaxial modulus M_f = 10.67 GPa
film elastic energy per area = 0.124 J/m2
FULL BILAYER AT THE SAME CURVATURE
film E 4 GPa: mean stress 51.4054 MPa, mismatch stress 51.4093 MPa
film E 8 GPa: mean stress 51.4054 MPa, mismatch stress 51.4133 MPa
film E 250 GPa: mean stress 51.4054 MPa, mismatch stress 51.6504 MPa
NEGLECTED EFFECTS
finite film thickness: 0.065 % of stress
gravity sag on rim support = 106 um
extra sag from film weight = 0.038 um, 0.24 % of bow change
stiffening, wafer flat at start: 0.0077 %
stiffening, wafer sagged at start: 1.16 %
5 um wafer thickness error: 1.29 % of stress
stress change 25 to 400 C = -37.6 MPa
film stress at 400 C = 13.8 MPa
thermal stress change per kelvin = -0.100 MPa/K
mixed pair E[110], nu[100]: M = 235.1 GPa, error 30 %
```
